\section*{Why the Quarter Point Suppresses Image Dispersion of an s-like Defect Level}

\section{One vacancy becomes a crystal of vacancies}

Ion implantation leaves vacancies, and annealing moves or removes them. To compute the level of a single vacancy, one can place it in a supercell and repeat the cell periodically. The calculation then describes a crystal of vacancies. The bound electron can tunnel to the neighbouring copies, so its sharp level becomes a band, and the energy obtained depends on the wavevector at which the cell is sampled.

For a cubic cell of edge $L$, write
\[
\mathbf k=\frac{2\pi}{L}(f_1,f_2,f_3),\qquad \mathbf R=L(n_1,n_2,n_3),
\]
with integer $n_i$. Gamma is $(0,0,0)$, the quarter point is $(\tfrac14,\tfrac14,\tfrac14)$ and the zone corner is $(\tfrac12,\tfrac12,\tfrac12)$. In the 216-atom cell of the model below, the level at Gamma lies 24.4 meV below that of the isolated defect; at the quarter point the error is 0.05 meV. The cell and the potential are the same. What differs is the phase with which the images act on the defect.

\section{The phases of the images}

Let the level form one non-degenerate band, separate from all others, with time-reversal symmetry and an s-like state on a site of full cubic symmetry. Let $|\mathbf R\rangle$ be the orthonormal, real, localized (Wannier) states of this band. The Bloch state is $N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle$, so
\begin{equation}
E(\mathbf k)=\sum_{\mathbf R}t_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},\qquad t_{\mathbf R}=\langle \mathbf 0|H|\mathbf R\rangle .
\end{equation}
Hermiticity and translation give $t_{-\mathbf R}=t_{\mathbf R}^*$, and real states make $t_{\mathbf R}$ real. The terms $\pm\mathbf R$ therefore combine into cosines. The six nearest images contribute
\begin{equation}
2t_{100}\left(\cos k_xL+\cos k_yL+\cos k_zL\right).
\end{equation}
At Gamma this is $6t_{100}$. At the quarter point $k_xL=\pi/2$: the image on the right carries the phase $e^{i\pi/2}=i$, the one on the left $-i$, and the two cancel. The same happens along $y$ and $z$. The tunnelling amplitude has not become smaller; its two contributions oppose each other.

For a general shell, cubic symmetry makes $t_{\mathbf R}$ the same for all sign choices of $(n_1,n_2,n_3)$. Averaging the phase over these signs gives
\begin{equation}
\overline{e^{i\mathbf k\cdot\mathbf R}}=\cos\frac{\pi n_1}{2}\,\cos\frac{\pi n_2}{2}\,\cos\frac{\pi n_3}{2}
\end{equation}
at the quarter point, which is zero whenever any $n_i$ is odd. The shells $(1,0,0)$, $(1,1,0)$ and $(1,1,1)$ all drop out. The first survivor is $(2,0,0)$, with phase sum $-6$:
\begin{equation}
E_{\rm quarter}=t_{0}-6t_{200}+\dots
\end{equation}

At Gamma every phase is $+1$. For any $\mathbf k$ the triangle inequality gives
\begin{equation}
|E(\mathbf k)-t_0|\le\sum_{\mathbf R\ne0}|t_{\mathbf R}|,
\end{equation}
and Gamma reaches this bound if all $t_{\mathbf R}$ have the same sign. Under that condition no other wavevector moves the level further from $t_0$. With nearest neighbours alone the corner is equally bad: its phases are $-1$ and its shift is $-6t_{100}$.

\section{A model in which the hopping can be found}

Take an electron of effective mass $m$ in spherical attractive wells $V_{\mathbf R}(\mathbf r)=V(|\mathbf r-\mathbf R|)$. Energies are measured from the host conduction edge, and $c=\hbar^2/2m$. One well alone binds a real, normalized s state $\phi$ at $E_{\rm iso}=-c\kappa^2$. Outside the well
\begin{equation}
\phi(r)=\frac{A}{\sqrt{4\pi}}\frac{e^{-\kappa r}}{r}.
\end{equation}

As a trial state for the periodic problem take $\psi=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\phi_{\mathbf R}$, where $\phi_{\mathbf R}(\mathbf r)=\phi(|\mathbf r-\mathbf R|)$. Each $\phi_{\mathbf R}$ already solves the problem of its own well, so $H-E_{\rm iso}$ leaves only the other wells acting on it. Collecting the terms by well,
\begin{equation}
(H-E_{\rm iso})\psi=\sum_{\mathbf R}V_{\mathbf R}F_{\mathbf R},\qquad
F_{\mathbf R}=\sum_{\mathbf R'\ne\mathbf R}e^{i\mathbf k\cdot\mathbf R'}\phi_{\mathbf R'} .
\end{equation}
$F_{\mathbf R}$ is the field that all other defects send into well $\mathbf R$. Multiply by $\psi^*$ and integrate. Every well gives the same contribution, and $\psi=\phi_0+F_0$. With $S(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\phi_0|\phi_{\mathbf R}\rangle$ as the norm per cell, the energy of the trial state is
\begin{equation}
E_{\rm trial}-E_{\rm iso}=\frac{1}{S(\mathbf k)}\left[\int\phi_0V_0F_0\,d^3r+\int V_0|F_0|^2\,d^3r\right].
\label{trial}
\end{equation}
This is an upper bound on the lowest level at that $\mathbf k$. The first integral is of first order in the tails of the neighbours, the second of second order.

\subsection*{The first-order term}

Inside well $0$, the tail $f=\phi_{\mathbf R}$ of another defect obeys $(\nabla^2-\kappa^2)f=0$. Since $\phi_0V_0$ is spherical, only the spherical average of $f$ about the origin matters. That average obeys the same equation and is regular at $r=0$, so it equals $f(0)\,j(r)$ with $j=\sinh(\kappa r)/(\kappa r)$, and $f(0)=\phi(R)$. There remains $I=\int jV\phi\,d^3r$. The Schr\"odinger equation gives $V\phi=c(\nabla^2-\kappa^2)\phi$, while $(\nabla^2-\kappa^2)j=0$. Green's theorem on a sphere of radius $\rho$ outside the well yields
\begin{equation}
I=4\pi c\,\rho^2\left(j\phi'-\phi j'\right)_{\rho}.
\end{equation}
Put $\phi=u/(\sqrt{4\pi}\,r)$ with $u=Ae^{-\kappa r}$, and $j=v/(\kappa r)$ with $v=\sinh\kappa r$. The derivatives of $1/r$ cancel, so
\begin{align}
\rho^2(j\phi'-\phi j')&=\frac{vu'-uv'}{\kappa\sqrt{4\pi}}
=\frac{-\kappa Ae^{-\kappa\rho}(\sinh\kappa\rho+\cosh\kappa\rho)}{\kappa\sqrt{4\pi}}
=-\frac{A}{\sqrt{4\pi}},\\
I&=-\sqrt{4\pi}\,cA .
\end{align}
Each image therefore contributes $e^{i\mathbf k\cdot\mathbf R}h(R)$ with
\begin{equation}
h(R)=\phi(R)\,I=-cA^2\,\frac{e^{-\kappa R}}{R}.
\label{h}
\end{equation}
The direct hopping is negative at every distance. To first order Gamma thus adds terms of one sign, lies too low, and has the largest shift. At the quarter point the sum starts with $-6h(2L)$, which is already of order $e^{-2\kappa L}$.

\subsection*{What is left at the quarter point}

The two neighbours on the $x$ axis send in the field $i[\phi(|\mathbf r-L\hat{\mathbf x}|)-\phi(|\mathbf r+L\hat{\mathbf x}|)]$. It is odd in $x$, vanishes at the centre of the well, and has no s-like part for $\phi_0$ to couple to. But it is not zero. To lowest order in $\mathbf r$ it is $2igx$, where
\begin{equation}
g=-\phi'(L)=\left(\kappa+\frac1L\right)\phi(L).
\end{equation}
Adding the three axes gives $F_0\simeq2ig(x+y+z)$. In the second integral of (\ref{trial}) the cross terms such as $xy$ average to zero, so for a well with $V<0$
\begin{equation}
\int V_0|F_0|^2d^3r\simeq-12g^2\int|V|\,x^2\,d^3r .
\label{odd}
\end{equation}
The quarter point thus exchanges a first-order error for two second-order ones. Hopping over $2L$ raises the level, and the p-like field of the neighbours lowers it.

\section{Numbers for an anion vacancy}

The host is modelled on magnesium oxide, whose conduction edge is s-like and at Gamma. The lattice constant is set to 0.421 nm and the mass to $0.40\,m_0$; both are model inputs, chosen to be roughly those of the oxide. The well is $V=-V_0e^{-r^2/2w^2}$ with chosen width $w=0.15$ nm. Its depth $V_0=16.2$ eV is fitted to put the isolated level at the chosen $-3$ eV. The radial solution gives $\kappa=5.612$ nm$^{-1}$ and $A^2=60.96$ nm$^{-1}$, hence $c=3.000/5.612^2=0.0953$ eV\,nm$^2$.

For 216 atoms, $L=1.263$ nm and $\kappa L=7.09$. Equation (\ref{h}) gives
\begin{equation}
h(L)=-\frac{0.0953\times60.96\times e^{-7.09}}{1.263}\ \text{eV}\simeq-3.8\ \text{meV}.
\end{equation}
The periodic problem was also solved directly in plane waves. Its shifts from the isolated level, in meV, are:

\begin{center}
\begin{tabular}{lrrr}
atoms & Gamma & quarter & corner\\
64 & $-388$ & $-17.8$ & $334$\\
216 & $-24.40$ & $-0.053$ & $21.74$\\
512 & $-1.67$ & $-0.0002$ & $1.58$
\end{tabular}
\end{center}

Summed over the images, (\ref{h}) predicts $-453$, $-24.88$ and $-1.674$ meV at Gamma. Relative to the computed shifts, its magnitude is too large by 17\%, 2\% and 0.2\%: a formula of first order in the overlap improves as the overlap shrinks.

The decay with cell size separates the two orders. From 64 to 216 atoms $L$ grows by 0.421 nm, so $\kappa L$ grows by 2.36. The factor $1/L$ in (\ref{h}) adds $\ln1.5=0.41$, which makes 2.77 for the logarithm of the ratio of the Gamma shifts. The computed value is 2.77; agreement to this digit is partly fortuitous, since the 64-atom cell has sizeable corrections. For the quarter point, $g^2$ contributes $2\times2.36$ from the exponential, $2\ln1.5=0.81$ from $1/L^2$ and 0.12 from $(\kappa+1/L)^2$, in all 5.66. The computed value is 5.81.

\subsection*{Reading the hoppings}

The coefficients $t_{\mathbf R}$ of the 216-atom cell were extracted from levels on a $6\times6\times6$ mesh, which does not contain the quarter point. They are $t_{100}=-3.836$, $t_{110}=-0.120$, $t_{111}=-0.009$ and $t_{200}=+0.013$ meV. Nearest images supply $6t_{100}=-23.0$ meV of the Gamma shift, and the second shell $12t_{110}=-1.4$ meV. At the corner the nearest-image term changes sign but the second-shell term does not, which is why the corner shift is the smaller one here.

The cosine sum with these hoppings places the quarter point 0.079 meV below the band mean $t_0$. The direct solution gives the same value, and $-6t_{200}=-0.079$ meV accounts for it. The band mean itself lies 0.026 meV above the isolated level, and the two together give the error of $-0.053$ meV.

The positive $t_{200}$ may surprise, because the direct hopping $h(2L)\simeq-0.0016$ meV is negative. The difference comes from second order. Let $s$ be the overlap of nearest neighbours and $C$ the sum of the six nearest phases. The nearest-neighbour part of (\ref{trial}) is
\begin{equation}
\frac{hC}{1+sC}\simeq hC-hsC^2 .
\end{equation}
$C^2$ contains the constant 6 and the phase of each $(2,0,0)$ image once. With $h<0$ and $s>0$ this adds $6|h|s$ to $t_0$ and $|h|s$ to $t_{200}$, both positive. To size $s$, continue the exponential tails into the wells, which overestimates it somewhat. With $r$ and $r'$ the distances from two neighbouring centres, elliptic coordinates give $\int e^{-\kappa(r+r')}/(rr')\,d^3r=2\pi e^{-\kappa L}/\kappa$, so $s\simeq A^2e^{-\kappa L}/2\kappa\simeq0.0045$; the overlap of the actual states is 0.0040. Then $|h|s\simeq0.015$ meV, about ten times $|h(2L)|$, and $t_{200}$ becomes positive. In $t_0$ the addition $6|h|s\simeq0.09$ meV is largely offset by the second integral of (\ref{trial}), which contributes about $-0.06$ meV. The trial state thus gives $t_0-E_{\rm iso}\simeq0.034$ meV and $t_{200}\simeq0.012$ meV, against the computed 0.026 and 0.013 meV. At the quarter point the additions to $t_0$ and $t_{200}$ cancel, $6|h|s-6|h|s=0$, as they must since $C=0$ there. Non-orthogonality of neighbouring orbitals therefore does not spoil the cancellation. It does weaken the shift at Gamma, where the denominator is $1+6s$, and strengthen it at the corner, where it is $1-6s$; if this effect outweighed the second shell, the corner would be the worst point. In the 216-atom cell Gamma has the largest distance from the band mean of all mesh points.

The size of the remaining error can be estimated. Hopping over $2L$ gives $6|h(2L)|\simeq+0.010$ meV. For the Gaussian well $\int|V|x^2d^3r=V_0(2\pi)^{3/2}w^5\simeq0.0194$ eV\,nm$^5$, and $g^2\simeq8.7\times10^{-5}$ nm$^{-5}$, so (\ref{odd}) gives $-0.020$ meV. The sum, $-0.01$ meV, has the right sign but only a fifth of the computed $-0.053$ meV. Two simplifications act in that direction: along an axis the odd field grows faster than linearly, and the trial state does not let the well respond to the field by admixing p-like states. With the full p-like part of the field and the p-like response of the well, both taken from the radial equation, the $-0.020$ meV becomes $-0.057$ meV and the sum becomes $-0.048$ meV. The two thus account for most of the difference. The $l=3$ part of the odd field, treated the same way, adds $-0.005$ meV and brings the sum to $-0.053$ meV.

\section{When the cancellation is incomplete}

\subsection*{Distorted defects}

Suppose relaxation stretches the defect along $[111]$. Then $t_a=t_{110}$ and $t_b=t_{1\bar10}$ differ. At $(\tfrac14,\tfrac14,\tfrac14)$ the six vectors of type $a$ have phase $-1$ and the six of type $b$ have $+1$, so the second shell gives $6(t_b-t_a)$. At $(\tfrac14,\tfrac14,-\tfrac14)$ the $xy$ plane still gives $2(t_b-t_a)$, but the $xz$ and $yz$ planes change sign, and the sum is $-2(t_b-t_a)$. The quarter points are now split by $8(t_b-t_a)$ at this order. There are three points of the second kind for each one of the first, up to time reversal, and the average restores the cancellation: $6-3\times2=0$. In the 64-atom cell, a well stretched by a factor 1.2 along $[111]$ and narrowed across it shows a splitting of 4.8 meV. The nearest-image term still cancels at each point separately, because that needs only $t_{-\mathbf R}=t_{\mathbf R}$.

\subsection*{Hosts with the band edge elsewhere}

If the defect state is built from a band edge away from Gamma, its tail oscillates and the hoppings can alternate in sign. For $t_{\mathbf R}\propto(-1)^{n_1+n_2+n_3}$ the sign is itself the phase factor of the corner, so the whole band is displaced and the largest shift moves from Gamma to the corner. The quarter point moves to an equivalent quarter point, and its nearest-image term remains zero.

\subsection*{Degenerate levels}

The cancellation of the second shell was derived for one non-degenerate s-like level. For a p-like triplet the hopping between $p_x$ and $p_y$ has opposite signs for $(1,1,0)$ and $(1,\bar1,0)$. These terms add to $-4t\sin k_xL\,\sin k_yL$, which vanishes at Gamma and is largest at the quarter point. There the triplet is split by the second shell, and only the mean of the three levels keeps the cancellation.

\subsection*{Errors that the wavevector does not touch}

The quarter point acts on tunnelling between images. It does not act on their electrostatic or elastic interaction. For a defect of charge $+1$ in a neutralizing background, the image energy has magnitude $\alpha e^2/(8\pi\epsilon_0\epsilon L)$ with $\alpha=2.837$. In the 216-atom cell this is 0.54 eV with electronic screening ($\epsilon\simeq3.0$) and 0.17 eV with static screening ($\epsilon\simeq9.8$), far more than the dispersion removed.

The host states also depend on $\mathbf k$. In an empty cell the lowest conduction state at the quarter point lies
\begin{equation}
3c\left(\frac{\pi}{2L}\right)^2=0.44\ \text{eV}
\end{equation}
above the true edge. A level depth measured from that state would be too large by this amount, so the level must be referred to the host edge at its true position, after aligning the potentials of the two calculations.

For migration, the occupation matters. A level holding two electrons, sampled at one $\mathbf k$, enters the band energy as $2E(\mathbf k)$; at Gamma in the 216-atom cell this is an error of about $-49$ meV. In a barrier, a difference between saddle point and minimum, it cancels only so far as the hoppings are the same in both geometries.

\section{How far the model stands from the real oxide}

One weak assumption is the parabolic band. The state decays over $1/\kappa\simeq0.18$ nm, less than a lattice constant, and the fitted well is deeper than the rough host gap of 7.8 eV, so $V_0$ is a fitting parameter and not a physical potential. In a two-band description, $E(1+E/E_g)=\hbar^2k^2/2m$, a level at $E=-E_b$ has $c\kappa^2=E_b(1-E_b/E_g)$. This amounts to a tail mass of $0.40\times(1-3/7.8)=0.246\,m_0$. With that mass and the well refitted to the same 3 eV, the Gamma shift of the 216-atom cell grows from $-24$ to $-102$ meV, and the quarter-point error from $-0.05$ to $-0.28$ meV. This one change thus multiplies the Gamma shift by about four and the quarter-point error by about five, while the gain from the quarter point in this cell remains a factor of several hundred. Thermal expansion matters less: a cell 1.3\% larger, roughly that of the oxide 1000 K hotter, has a Gamma shift of $-21.9$ meV with all else fixed. The short-range well also leaves out the Coulomb attraction that an electron feels far from a vacancy which is positively charged without it. If a tail for charge $+1$ with electronic screening is added and the well refitted to 3 eV, the density of the isolated state halfway to the nearest image in the 216-atom cell about doubles, and the hopping should grow by a similar factor. The shifts in meV are therefore values of the model, not predictions for the oxide. Self-consistent rearrangement of the electrons and elastic images are outside the model and were not sized.

\section*{Computed results}
\begin{verbatim}
lattice constant (rough) 0.421 nm; mass 0.40 m0
host gap (rough) 7.8 eV; well width 0.15 nm
well depth fitted 16.225 eV; isolated level -3.0000 eV
decay constant kappa 5.612 1/nm; A^2 60.96 1/nm
shell 100: phase sum Gamma 6, quarter 0
shell 110: phase sum Gamma 12, quarter 0
shell 111: phase sum Gamma 8, quarter 0
shell 200: phase sum Gamma 6, quarter -6
64 atoms, L 0.842 nm, kappa L 4.73:
  shift Gamma -388.1439 meV, corner 334.2724 meV
  shift quarter -17.80196 meV
  tail formula for Gamma -453.3369 meV
216 atoms, L 1.263 nm, kappa L 7.09:
  shift Gamma -24.4004 meV, corner 21.7350 meV
  shift quarter -0.05343 meV
  tail formula for Gamma -24.8766 meV
512 atoms, L 1.684 nm, kappa L 9.45:
  shift Gamma -1.6705 meV, corner 1.5847 meV
  shift quarter -0.00024 meV
  tail formula for Gamma -1.6738 meV
log fall 64 to 216 atoms: Gamma 2.77, quarter 5.81
finer grid moves 216-atom levels by: Gamma 0.0168 ueV, quarter 0.0176 ueV
216-atom cell, hoppings from 6x6x6 mesh:
  t(1, 0, 0) -3.83571 meV
  t(1, 1, 0) -0.12001 meV
  t(1, 1, 1) -0.00925 meV
  t(2, 0, 0) 0.01323 meV
  nearest-image part at Gamma -23.0142 meV
  band mean minus isolated level 0.02579 meV
  quarter minus band mean: direct -0.07922 meV, from hoppings -0.07922 meV
64 atoms, well stretched 1.2 times along [111]:
  split of quarter points 4.807 meV
non-parabolic band, tail mass 0.246 m0:
  shift Gamma -101.913 meV, quarter -0.2842 meV
cell expanded by 1.3 % (1000 K hotter): Gamma -21.9382 meV
cubic Madelung constant 2.8373; image energy for charge +1:
  electronic screening (3.0) 0.539 eV
  static screening (9.8) 0.165 eV
empty-host edge at quarter point lies 0.442 eV above true edge
\end{verbatim}
